# Matching exchange and correlation at q = 0 in metallic GW

## Definitions and conventions

Atomic units are used in the algebra, and eV and angstrom for numbers. The system is spin-unpolarized, at zero temperature, in a periodic cube of side $L$ and volume $V=L^3$. The allowed momenta are $2\pi\mathbf n/L$ with integer vectors $\mathbf n$. For a crystal with $N_k$ mesh points and cell volume $\Omega$, $V=N_k\Omega$; the head weight defined below then depends on the shape of this volume as well as on its size.

For a one-particle state of energy $\varepsilon$, the GW self-energy is a sum over momentum transfers $\mathbf q$ of

$$\frac{1}{V}\,\frac{i}{2\pi}\int d\omega'\,\frac{W(\mathbf q,\omega')\,e^{i\eta\omega'}}{E+\omega'-\varepsilon_{\mathbf k-\mathbf q}\mp i\eta},$$

with the upper sign for a filled intermediate state and the lower for an empty one. We split $W=v+W_c$, where $v(q)=4\pi/q^2$ is the bare interaction. The $v$ part gives exchange $\Sigma_x$, and $W_c$ gives correlation $\Sigma_c$. Energies in $G$ are those of the starting calculation ($G_0W_0$), and $\Sigma$ is taken on shell, $E=\varepsilon_{\mathbf k}$, unless stated otherwise.

The term $\mathbf q=0$, called the head, is infinite if read literally. In an infinite system it does no harm, because the volume element $q^2dq$ cancels $1/q^2$. On a mesh it must be replaced by a finite weight $\chi$: the integral of $4\pi/q^2$ minus its mesh sum without $\mathbf q=0$. Each of these diverges at large $q$, so we insert a factor $e^{-\alpha q^2}$. The integral is then

$$\frac{(4\pi)^2}{(2\pi)^3}\int_0^\infty e^{-\alpha q^2}dq=\frac{2}{\pi}\cdot\frac12\sqrt{\frac{\pi}{\alpha}}=\frac{1}{\sqrt{\pi\alpha}} .$$

Near $q=0$ the function is $4\pi/q^2-4\pi\alpha+\dots$. Its regular part $-4\pi\alpha$ belongs to the ordinary mesh sum, so the integral equals the sum over $\mathbf q\neq0$, plus $\chi$, minus $4\pi\alpha/V$. Hence

$$\chi=\frac{1}{\sqrt{\pi\alpha}}-\frac1V\sum_{\mathbf q\ne0}\frac{4\pi e^{-\alpha q^2}}{q^2}+\frac{4\pi\alpha}{V},\qquad \sqrt\alpha\ll L .$$

Changing $\alpha$ alters the integrand by a smooth function, which the mesh integrates with exponentially small error, so $\chi$ does not depend on $\alpha$. Since $\mathbf q\propto1/L$, it scales as $1/L$. For the cube, $\chi=2.8373/L$.

## The counter-example: an electron gas in a box

The claim to be refuted is that the singularities of exchange and correlation may each be given a $q\to0$ treatment chosen without regard to the other. Take a gas with $r_s=4$, whose Fermi energy is 3.132 eV and plasmon energy $\omega_p=5.891$ eV. The main case is $N=922$ electrons, with $L=33.21$ angstrom. They fill all $|\mathbf n|^2\le22$, and the lowest empty shell has $|\mathbf n|^2=24$.

### The self-energy at finite q

The correlation part of $W$ is modelled by one pole for each $q$,

$$W_c(q,\omega)=v(q)\frac{\omega_p^2}{\omega^2-\omega_q^2},\qquad \omega_q^2=\frac{\omega_p^2}{1-1/\epsilon(q)} .$$

The choice of $\omega_q$ makes the static limit right: $W_c(q,0)=-v\,\omega_p^2/\omega_q^2=-v[1-1/\epsilon(q)]$. Here $\epsilon(q)$ is the static Lindhard function of the infinite gas,

$$\epsilon(q)=1+\frac{\kappa^2}{q^2}\left[\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|\right],\quad x=\frac{q}{2k_F},\quad \kappa^2=\frac{4k_F}{\pi}.$$

The model leaves out the detailed electron-hole continuum, vertex corrections and self-consistency.

For exchange, only a filled state has its pole in the upper half plane, where $e^{i\eta\omega'}$ requires the contour to be closed. The result is $(i/2\pi)(2\pi i)v=-v$ for a filled state and zero for an empty one.

For correlation, the time-ordered $W_c$ has poles at $\omega_q-i\eta$ and $-\omega_q+i\eta$, with residues $\pm v\omega_p^2/(2\omega_q)$. Let $D=\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k-\mathbf q}=\mathbf k\cdot\mathbf q-q^2/2$. We close the contour on the side away from the pole of $G$:

- Filled: closing below gives $(i/2\pi)(-2\pi i)=1$ times the residue at $\omega_q$, that is $\dfrac{v\,\omega_p^2}{2\omega_q}\dfrac{1}{D+\omega_q}$.
- Empty: closing above gives $(i/2\pi)(2\pi i)=-1$ times the residue at $-\omega_q$, that is $\dfrac{v\,\omega_p^2}{2\omega_q}\dfrac{1}{D-\omega_q}$.

With $f$ the occupation of the state $\mathbf k-\mathbf q$,

$$\Sigma(\mathbf k)=\frac1V\sum_{\mathbf q}v(q)\left\{-f+\frac{\omega_p^2}{2\omega_q}\left[\frac{f}{D+\omega_q}+\frac{1-f}{D-\omega_q}\right]\right\}.$$

### The heads

As $q\to0$, $\epsilon(q)\to\infty$, so $\omega_q\to\omega_p$, while $D\to0$. The intermediate state becomes the state $\mathbf k$ itself, and $v/V$ is replaced by $\chi$:

| State | Exchange | Correlation | Sum |
|---|---|---|---|
| filled | $-\chi$ | $+\chi/2$ | $-\chi/2$ |
| empty | $0$ | $-\chi/2$ | $-\chi/2$ |

Each column by itself separates the two states by $\chi$, in opposite directions. The sum moves them together.

For $N=922$, $\chi=1.230$ eV. This agrees with scaling the value for $N=54$ by the ratio of the box sides: $3.168\times12.90/33.21=1.23$ eV.

### The gaps

The levels are discrete, so even free electrons have a finite spacing between the highest filled and lowest empty shells, here 0.273 eV. Summing $\Sigma$ explicitly over all $\mathbf q\neq0$ changes it to 0.263 eV. Adding the heads gives:

| Heads included | Gap (eV) |
|---|---|
| neither | 0.263 |
| both | 0.263 |
| exchange | $0.263+1.230=1.493$ |
| correlation | $0.263-1.230\approx-0.968$ |

The last entry differs from the sum of the rounded terms by one unit in the final digit.

To decide which gap is right, we need a value that uses no head. In the infinite gas the sum becomes an integral. With $y$ the cosine of the angle between $\mathbf k$ and $\mathbf q$, the measure is

$$\frac{2\pi q^2\,dq\,dy}{(2\pi)^3}\cdot\frac{4\pi}{q^2}=\frac{dq\,dy}{\pi},$$

and the singularity has gone. Evaluating this integral at the momenta of the same two shells, and adding the kinetic spacing, gives a gap of 0.265 eV. The consistent treatment differs from it by 0.002 eV. Correcting exchange alone gives more than five times the reference gap, and correcting correlation alone places the filled level above the empty one.

The gap does not distinguish "both" from "neither", but the absolute levels do. Relative to the infinite gas, the mean of the two levels is wrong by 0.613 eV with neither head and by $-0.002$ eV with both. The difference is the common shift $\chi/2=0.615$ eV. Both sides of this comparison stop the momentum sum at $6k_F$; extending it to $40k_F$ lowers a level at $k_F$ by about 0.01 eV. Both sides also use the Lindhard function of the infinite gas, and the closeness of the agreement depends on this. If the box is screened instead by the static response of its own discrete states (for $q<3k_F$), the gap with both heads is 0.268 eV and the mean level error 0.014 eV for $N=922$, and the gap for $N=54$ is 0.962 eV against a reference of 0.874 eV. These errors remain far below $\chi$.

### Why the rest of the sum is harmless

An error of order $\chi$ could also come from the points next to $\mathbf q=0$, where some intermediate states are filled and others empty. To see that it does not, expand the braces in $\Sigma$ at small $q$. Setting $\omega_q=\omega_p$ first,

$$\text{filled: } -1+\frac12\frac{1}{1+D/\omega_p}=-\frac12-\frac{D}{2\omega_p}+\frac{D^2}{2\omega_p^2}+\dots$$

$$\text{empty: } -\frac12\frac{1}{1-D/\omega_p}=-\frac12-\frac{D}{2\omega_p}-\frac{D^2}{2\omega_p^2}+\dots$$

The first two terms do not depend on the occupation. The part of the sum that $v\propto1/q^2$ would make large therefore does not jump at the Fermi surface. Only a finite jump is left, which is estimated below. The part of $D$ linear in $q$ is odd, and it cancels between $\mathbf q$ and $-\mathbf q$.

The difference between $\omega_q$ and $\omega_p$ enters at order $q^2$. At $D=0$ the braces are $-1+\frac12(1-1/\epsilon)$ for filled and $-\frac12(1-1/\epsilon)$ for empty states, which differ by $1/\epsilon(q)\simeq q^2/\kappa^2$. Combining both effects, empty minus filled is

$$v(q)\left[\frac{q^2}{\kappa^2}-\frac{(\mathbf k\cdot\mathbf q)^2}{\omega_p^2}\right]=4\pi\left[\frac1{\kappa^2}-\frac{k^2y^2}{\omega_p^2}\right]$$

to leading order. This is finite, so one mesh point contributes an amount of order $1/V$ instead of $1/L$. The static piece $4\pi/(\kappa^2V)$ is 0.0387 eV for $N=54$ and 0.0023 eV for $N=922$. At $k=k_F$ the relation $k_F^2/\omega_p^2=3/\kappa^2$ turns the bracket into $(1-3y^2)/\kappa^2$. To this order one mesh point contributes between $+1$ and $-2$ times the static piece, and the average over directions is zero.

At the mesh points nearest to $\mathbf q=0$ the higher orders also count. Without expansion, empty minus filled is $v(q)[1-\omega_p^2/(\omega_q^2-D^2)]$. For $k=k_F$ and $q=2\pi/L$ its largest magnitude over all directions, divided by $V$, is 0.25 eV for $N=54$ and 0.006 eV for $N=922$. Both are far below $\chi$. These values are not bounds for the points further out: for $N=922$ the largest magnitude grows to 0.010 eV at $|\mathbf n|^2=4$, and for $N=54$ the expression passes through its pole $\omega_q^2=D^2$ from $|\mathbf n|^2=2$ on. That pole lies in directions where the intermediate state is empty and far outside the Fermi sphere, so the filled formula is never used there. The occupation changes only where the intermediate state crosses the Fermi surface, $D\approx0$, and there the jump is the statically screened $v(q)/\epsilon(q)$.

### Dependence on the size of the box

| $N$ | $\chi$ | Reference | Both heads | Exchange head |
|---|---|---|---|---|
| 54 | 3.168 | 0.874 | 0.852 | 4.020 |
| 162 | 2.196 | 0.840 | 0.833 | 3.029 |
| 294 | 1.801 | 0.283 | 0.276 | 2.076 |
| 922 | 1.230 | 0.265 | 0.263 | 1.493 |

All energies are in eV. The reference gap falls unevenly because the spacing of the shells is uneven. The error of the exchange-only gap follows $\chi\propto1/L\propto N^{-1/3}$ at fixed density; between the smallest and largest boxes its exponent is $-0.331$. The spurious gap is thus an error of the finite mesh, and it vanishes in the infinite system. It vanishes slowly: halving it takes eight times as many mesh points.

## The correct general statement

Let exchange and correlation use head weights $\chi_x$ and $\chi_c$. Let $\epsilon(i\omega)$ be the macroscopic dielectric function at $q\to0$ on the imaginary frequency axis, taken to be isotropic. Consider a filled and an empty state that approach the Fermi level $\mu$ from below and above. Then the heads change the gap by

$$\boxed{\;\Delta_{\rm head}=\chi_x-\chi_c\left[1-\frac1{\epsilon(0)}\right]\;}$$

where $\epsilon(0)$ is the limit $\omega\to0$ taken after $q\to0$. With equal weights, $\Delta_{\rm head}=\chi/\epsilon(0)$: the jump is governed by the statically screened interaction. In a metal $1/\epsilon(0)=0$, and the jump vanishes.

The two parts may therefore be computed separately, in different ways, provided that they use the same weight and that the correlation head contains the metallic response. The frequency integral must also be accurate for states close to $\mu$. Its integrand, derived below, then has a narrow peak at $\omega=0$, and a fixed grid that misses this peak loses the correlation head and opens the gap again.

### Proof

At $q\to0$ the overlap of a state with another band at the same $\mathbf k$ vanishes by orthogonality, so the intermediate state is the state itself, with energy $\varepsilon$. Put $E=\mu$ and $\delta=\mu-\varepsilon$, positive for a filled and negative for an empty state.

The pole of $G$ lies at $\omega'=-\delta+i\eta$ for a filled state, in the second quadrant, and at $\omega'=|\delta|-i\eta$ for an empty one, in the fourth. The singularities of the time-ordered $W_c$ lie in the same two quadrants. Turning the contour from the real to the imaginary axis sweeps the first and third quadrants, so it crosses no singularity. The arcs vanish because $W_c$ falls as $1/\omega'^2$. With $\omega'=i\omega$ and $d\omega'=i\,d\omega$,

$$\Sigma_c^{\rm head}=\frac{i\cdot i}{2\pi}\int_{-\infty}^{\infty}d\omega\,\frac{W_c(i\omega)}{\delta+i\omega}
=-\frac1{2\pi}\int_{-\infty}^{\infty}d\omega\,W_c(i\omega)\frac{\delta}{\omega^2+\delta^2}.$$

The last step uses $1/(\delta+i\omega)=(\delta-i\omega)/(\delta^2+\omega^2)$; the odd part drops because $W_c(i\omega)$ is even. In this formula $W_c(i\omega)=-\chi_c[1-1/\epsilon(i\omega)]$ already contains the weight.

Now substitute $\omega=|\delta|\tan\theta$, for which $|\delta|\,d\omega/(\omega^2+\delta^2)=d\theta$:

$$\Sigma_c^{\rm head}=-\frac{\operatorname{sgn}\delta}{2\pi}\int_{-\pi/2}^{\pi/2}W_c(i|\delta|\tan\theta)\,d\theta\;\longrightarrow\;-\frac{\operatorname{sgn}\delta}{2}\,W_c(0)\qquad(\delta\to0).$$

The limit may be taken under the integral because $W_c(i\omega)$ is bounded and continuous at $\omega=0$. Adding exchange,

$$\Sigma_{\rm filled}=-\chi_x-\tfrac12W_c(0),\qquad \Sigma_{\rm empty}=+\tfrac12W_c(0).$$

The difference, empty minus filled, is $\chi_x+W_c(0)=\chi_x-\chi_c[1-1/\epsilon(0)]$. This completes the proof.

The pole model provides a check at finite $\delta$. With $W_c(i\omega)=-\chi\omega_p^2/(\omega^2+\omega_p^2)$ and $\int d\omega\,[(\omega^2+a^2)(\omega^2+b^2)]^{-1}=\pi/[ab(a+b)]$, the integral for $\delta>0$ is

$$\frac{\chi\,\omega_p^2\,\delta}{2\pi}\cdot\frac{\pi}{\delta\,\omega_p(\delta+\omega_p)}=\frac{\chi}{2}\,\frac{\omega_p}{\omega_p+\delta},$$

which is the expression found above by closing the contour, and tends to $\chi/2$.

### What screening does not remove

For equal weights in a metal, $W_c(0)=-\chi$, and both states keep the shift $-\chi/2$. This is the $q\to0$ part of the Coulomb-hole energy, which is half the interaction of an electron with the charge it pushes away; like $\chi$, this part falls as $1/L$. Screening removes the dependence on occupation and leaves this common term.

The same holds for a fractional occupation $f$, as used with smearing. On shell, the head is linear in $f$:

$$-f\chi+f\frac{\chi}{2}-(1-f)\frac{\chi}{2}=-\frac{\chi}{2}.$$

This is also why the head can be trusted in a metal. It gives the whole neighbourhood of $\mathbf q=0$ the occupation of the state $\mathbf k$, which is wrong close to the Fermi surface. For exchange alone this error is of order $\chi$. In the sum the occupation drops out at leading order, and the error does no damage there.

## Two further ways to open a gap

**A missing Drude term.** If the correlation head is built from interband transitions alone, $\epsilon(0)$ is a finite constant $\epsilon_b$, and a gap $\chi/\epsilon_b$ remains even with equal weights. Take

$$\epsilon(i\omega)=1+\frac{(\epsilon_b-1)\omega_b^2}{\omega^2+\omega_b^2}+\frac{\omega_p^2}{\omega(\omega+\gamma)},\qquad \omega>0,$$

with $\epsilon_b=2$, $\omega_b=5$ eV and $\gamma=0.1$ eV. The last term diverges at $\omega\to0$, damping included, and for states at $|\delta|=10^{-6}$ hartree from $\mu$ the frequency integral gives a jump of $0.0000\,\chi$; at $|\delta|=0.137$ eV, half the kinetic spacing of the largest box, it gives $0.021\,\chi$. Without that term it gives $0.5000\,\chi$. With the weight of the largest box this would be $0.5\times1.230=0.615$ eV.

In an insulator the finite $\epsilon(0)$ is correct. The band edges do not approach $\mu$ there, but the proof carries over on shell: put $\delta=E-\varepsilon$ and let $E$ approach each band edge from inside the gap, so that $\delta\to0^+$ for the filled and $\delta\to0^-$ for the empty state. The rotation of the contour used only the sign of $\delta$, so the limits $\mp\frac12W_c(0)$ are unchanged. The jump $\chi/\epsilon(0)$ is then a legitimate part of the gap that the mesh sum lacks, and leaving out both heads is no longer harmless to the gap.

**Unequal weights.** Suppose exchange uses the lattice value of $\chi$, while correlation integrates $4\pi/q^2$ over a sphere with the volume of one mesh cell. The radius follows from $4\pi q_0^3/3=(2\pi)^3/V$, so $q_0=(6\pi^2/V)^{1/3}$, and the weight is

$$\chi_c=\frac{(4\pi)^2}{(2\pi)^3}\int_0^{q_0}dq=\frac{2q_0}{\pi}.$$

For $N=922$ this is 1.076 eV, and the metal acquires a gap of $1.230-1.076=0.154$ eV. Using the sphere for both parts would close the gap, but would give a common shift of $-0.538$ eV instead of $-0.615$ eV.

## Solving for the energy off shell

Let $x=E-\varepsilon$ be found from the heads of the pole model without realigning the energies in $G$:

$$x_f=-\chi+\frac{\chi}{2}\frac{\omega_p}{\omega_p+x_f},\qquad x_e=-\frac{\chi}{2}\frac{\omega_p}{\omega_p-x_e}.$$

To second order in $x/\omega_p$, the right-hand sides are $-\frac{\chi}{2}-\frac{\chi x}{2\omega_p}\pm\frac{\chi x^2}{2\omega_p^2}$, with the upper sign for the filled state. Subtracting, and inserting $x\simeq-\chi/2$ in the quadratic term, gives the leading difference

$$x_e-x_f\simeq-\frac{\chi x^2}{\omega_p^2}\simeq-\frac{\chi^3}{4\omega_p^2}.$$

For $N=922$ this estimate is $-1.230^3/(4\times5.891^2)=-0.013$ eV. Each full equation is quadratic in $x$. The roots that tend to zero with $\chi$ are $-0.552$ eV (filled) and $-0.562$ eV (empty), a difference of $-0.010$ eV; the other two lie more than $\omega_p$ away from $x=0$ and are not the levels sought here. The cancellation is thus slightly imperfect off shell, by an amount that falls as $\chi^3$.

Shifting the energies in $G$ by the common amount $-\chi/2$ removes this remainder. The solution then lies at zero distance from the shifted level, where both heads equal $-\chi/2$, in agreement with the shift assumed. The off-shell roots and the sphere weight were computed for $N=922$ only; the gaps and mean level errors were computed for all four boxes.

## Values computed for the example and the checks

```
rs = 4.0 (dimensionless)
Fermi momentum = 0.9067 1/angstrom
Fermi energy = 3.132 eV
plasmon energy = 5.891 eV
screening momentum kappa = 1.4770 1/angstrom
chi times L = 2.8373 (atomic units)
interband model: oscillator 5.0 eV, damping 0.1 eV, eps_b 2.0
head jump / chi, with Drude term = 0.0000
head jump / chi, Drude term dropped = 0.5000
N = 54: L = 12.90 angstrom, chi = 3.168 eV
  kinetic gap = 0.904 eV, infinite-gas reference = 0.874 eV
  gap, both heads = 0.852 eV, neither = 0.852 eV
  gap, exchange head only = 4.020 eV, correlation head only = -2.316 eV
  mean level error, both heads = -0.022 eV, neither = 1.562 eV
  screened single-point term = 0.0387 eV
N = 162: L = 18.60 angstrom, chi = 2.196 eV
  kinetic gap = 0.869 eV, infinite-gas reference = 0.840 eV
  gap, both heads = 0.833 eV, neither = 0.833 eV
  gap, exchange head only = 3.029 eV, correlation head only = -1.364 eV
  mean level error, both heads = -0.011 eV, neither = 1.088 eV
  screened single-point term = 0.0129 eV
N = 294: L = 22.69 angstrom, chi = 1.801 eV
  kinetic gap = 0.292 eV, infinite-gas reference = 0.283 eV
  gap, both heads = 0.276 eV, neither = 0.276 eV
  gap, exchange head only = 2.076 eV, correlation head only = -1.525 eV
  mean level error, both heads = -0.005 eV, neither = 0.896 eV
  screened single-point term = 0.0071 eV
N = 922: L = 33.21 angstrom, chi = 1.230 eV
  kinetic gap = 0.273 eV, infinite-gas reference = 0.265 eV
  gap, both heads = 0.263 eV, neither = 0.263 eV
  gap, exchange head only = 1.493 eV, correlation head only = -0.968 eV
  mean level error, both heads = -0.002 eV, neither = 0.613 eV
  screened single-point term = 0.0023 eV
exponent of exchange-only gap error in N = -0.331
level change from cutoff 6 kF to 40 kF = -0.0115 eV
N = 922: sphere weight = 1.076 eV, gap from unequal weights = 0.154 eV
N = 922: off-shell shifts, filled = -0.552 eV, empty = -0.562 eV
  on-shell shift -chi/2 = -0.615 eV, off-shell leftover gap = -0.0100 eV
  order of the leftover in chi = 3.00
```
